# Topping Depolarization: Largest Work-Function Shift at One Third of the Bare Moment

## Result and assumptions

Adsorbed atoms with a dipole moment normal to the surface change its work function. As their density $n$ grows, each dipole is weakened by the field of the others. If the atoms form a lattice of fixed type whose spacing shrinks uniformly, and if the bare moment $\mu_0$ and the polarizability volume $\alpha$ do not depend on $n$, the moment follows Topping's formula,

$$\mu(n)=\frac{\mu_0}{1+c\,\alpha\,n^{3/2}}, \tag{1}$$

where $c$ is a number set by the lattice type. The magnitude of the work-function shift then has a single maximum, at

$$c\,\alpha\,n_*^{3/2}=2,\qquad \mu(n_*)=\frac{\mu_0}{3}. \tag{2}$$

For a moment pointing outward ($\mu_0>0$) this is a minimum of the work function; for $\mu_0<0$ it is a maximum. The extremum is reached if $n_*$ does not exceed the largest density $n_{\max}$ that the layer can attain, and if the state with equal moments is stable at $n_*$. The hexagonal and square lattices are stable there against changes of the normal moments, the only ones the model contains. Polarization along the surface can narrow the stable range, as discussed below.

The symbol $\mu$ denotes the moment divided by the elementary charge $e$, so it is a length, quoted in $e\,$nm. With

$$K=\frac{e}{4\pi\varepsilon_0}=1.43996\ \text{V nm}, \tag{3}$$

a field $E$ along the outward normal induces the moment $\alpha E/K$. Both $\mu_0$ and $\alpha$ belong to a single atom already adsorbed on the surface, so the response of the substrate to that atom's own dipole is contained in them.

## The depolarizing field

The potential of a point dipole at the origin, at lateral distance $r$ and height $z$, is $K\mu z/(r^2+z^2)^{3/2}$. Its normal field is minus the derivative with respect to $z$. In the plane $z=0$ only the derivative of the factor $z$ survives, and

$$E_z(r)=-\frac{K\mu}{r^3}. \tag{4}$$

The minus sign means that each dipole opposes its neighbours. In an infinite lattice all sites are equivalent and carry the same moment, so the field at one site is

$$E=-K\mu S,\qquad S=\sum_{j\neq 0}\frac{1}{r_j^3}. \tag{5}$$

Let $a$ be the lattice spacing. All distances are proportional to $a$, hence $S=\sigma/a^3$, where $\sigma$ is the sum at unit spacing. The density is $n=\rho/a^2$, where $\rho$ is the density at unit spacing. Eliminating $a=(\rho/n)^{1/2}$ gives

$$S=\sigma\left(\frac{n}{\rho}\right)^{3/2}=c\,n^{3/2},\qquad c=\frac{\sigma}{\rho^{3/2}}. \tag{6}$$

The power $3/2$ thus joins two facts: the field falls as the cube of the distance, and the distance falls as the inverse square root of the density. Numerical summation gives $c=8.893$ for the hexagonal lattice and $c=9.034$ for the square one.

The moment is the bare one plus the induced one,

$$\mu=\mu_0+\frac{\alpha E}{K}=\mu_0-\alpha S\mu. \tag{7}$$

Collecting the terms in $\mu$ gives $(1+\alpha S)\mu=\mu_0$, which with (6) is Topping's formula (1).

The same moment follows from an energy. A pair of dipoles repels with energy $eK\mu^2/r^3$, half of which is assigned to each atom, and changing a moment from $\mu_0$ to $\mu$ costs $eK(\mu-\mu_0)^2/(2\alpha)$. The energy per atom, relative to isolated adsorbed atoms, is

$$U(\mu)=eK\left[\frac{S\mu^2}{2}+\frac{(\mu-\mu_0)^2}{2\alpha}\right]. \tag{8}$$

Setting $dU/d\mu=0$ gives $S\mu+(\mu-\mu_0)/\alpha=0$, which is (7). At this minimum $\mu-\mu_0=-\alpha S\mu$, so

$$U_{\min}=\frac{eK}{2}\,S\mu^2(1+\alpha S)=\frac{eK}{2}\,S\mu_0\mu. \tag{9}$$

## From the moment to the work function

Average the charge of the layer over the surface plane. Each dipole may be pictured as a charge $-q$ below a charge $+q$ at separation $l$, with $ql=e\mu$. The averaged layer is a pair of sheets with charge densities $\mp nq$. Between them the field is $-nq/\varepsilon_0$, pointing inward, and outside them it vanishes. The potential therefore rises on the way out by $nql/\varepsilon_0=ne\mu/\varepsilon_0=4\pi Kn\mu$. An electron has charge $-e$, so its energy outside is lowered, and

$$\Delta\Phi=-4\pi eK\,n\mu. \tag{10}$$

Since the averaged field vanishes outside the layer, it does not polarize the substrate, and no dielectric constant of the substrate enters (10).

## The extremum

Put $x=c\alpha n^{3/2}$. From (1) and (10),

$$|\Delta\Phi|=4\pi eK|\mu_0|\,f(n),\qquad f(n)=\frac{n}{1+x}. \tag{11}$$

The quotient rule gives

$$\frac{df}{dn}=\frac{(1+x)-n\,dx/dn}{(1+x)^2}. \tag{12}$$

Because $x$ is proportional to $n^{3/2}$, $n\,dx/dn=\tfrac32x$, and

$$\frac{df}{dn}=\frac{1-\tfrac12x}{(1+x)^2}. \tag{13}$$

The denominator is positive and $x$ rises steadily with $n$. The slope is therefore positive for $x<2$, zero at $x=2$ and negative for $x>2$. This proves that the stationary point is the one global maximum of $|\Delta\Phi|$. At $x=2$ the denominator of (1) equals 3, which gives (2). Solving for the density and inserting it in (10),

$$n_*=\left(\frac{2}{c\alpha}\right)^{2/3},\qquad |\Delta\Phi|_*=\frac{4\pi eK|\mu_0|\,n_*}{3}. \tag{14}$$

The bare moment sets the size of the shift but not the density of the extremum. The lattice type and the polarizability set that density, but not the factor one third.

The meaning of (13) is a competition. A small relative increase $dn/n$ adds dipoles in that proportion, while each moment falls by the relative amount

$$-\frac{d\mu}{\mu}=\frac{dx}{1+x}=\frac{3}{2}\,\frac{x}{1+x}\,\frac{dn}{n}. \tag{15}$$

Gain and loss balance when $\tfrac32x/(1+x)=1$, again $x=2$.

With $u=n/n_*$ one has $x=2u^{3/2}$, and dividing (11) by its maximum leaves a curve without parameters,

$$\frac{|\Delta\Phi|}{|\Delta\Phi|_*}=\frac{3u}{1+2u^{3/2}}. \tag{16}$$

For $u\ll1$ this is $3u$: the dipoles act independently. The straight line continued to $u=1$ reaches three times the true maximum. For $u\gg1$ the curve falls, formally, as $\tfrac32u^{-1/2}$, because each moment drops as $n^{-3/2}$ while the number of dipoles grows as $n$.

The maximum is flat. Differentiating (13) once more at $x=2$, where the numerator vanishes and $dx/dn=3/n_*$, gives $f''(n_*)=-\tfrac12(3/n_*)/9=-1/(6n_*)$. Since $f(n_*)=n_*/3$,

$$\frac{|\Delta\Phi|}{|\Delta\Phi|_*}\simeq1-\frac14(u-1)^2. \tag{17}$$

A density 20 % away from $n_*$ costs about 1 % of the shift. The height of the extremum is therefore much easier to locate than its density, and small added effects can displace $n_*$ appreciably.

The condition $n_*\le n_{\max}$ is, by (14),

$$\alpha\ge\frac{2}{c\,n_{\max}^{3/2}}. \tag{18}$$

For a smaller polarizability $|\Delta\Phi|$ rises all the way to $n_{\max}$, where each dipole still keeps more than a third of its bare moment.

## Where the one third comes from

Suppose that the depolarization is still $\mu=\mu_0/(1+x)$, but that $x$ depends on density in another way. Define its logarithmic slope $p=d\ln x/d\ln n$, so that $n\,dx/dn=px$. Setting the numerator of (12) to zero gives $1+x=px$, hence $x=1/(p-1)$ and

$$\frac{\mu}{\mu_0}=\frac{1}{1+x}=\frac{p-1}{p}, \tag{19}$$

with $p$ taken at the stationary point. For $p=3/2$ this is one third. If $p\le1$ at every density, then $1+x>px$ throughout and there is no extremum.

One such case is an atom layer that condenses into large islands of fixed internal density. In the limit of very large islands, where the edges can be neglected, every dipole has the same moment at every mean coverage. The mean shift is then linear in coverage, without an interior maximum. The limit is approached slowly: at the full-layer density of the example below, an isolated island with a radius of 24 spacings still has a mean moment about 10 % above that of an infinite layer.

## Atoms that stay where they land

A second case needs more care. Let atoms occupy sites of a fixed lattice, and let new atoms arrive without moving the earlier ones. The moments now differ from atom to atom. With $m_i=\mu_i/\mu_0$, equation (7) becomes

$$\sum_jA_{ij}m_j=1,\qquad A_{ii}=1,\quad A_{ij}=\frac{\alpha}{r_{ij}^3}\ (i\ne j). \tag{20}$$

The energy corresponding to (8) has the quadratic part $(eK/2\alpha)\sum_{ij}\mu_iA_{ij}\mu_j$. A stable layer with linear response therefore requires $A$ to be positive definite. This also limits Topping's formula. The off-diagonal part of $A$ has zero trace and hence a negative eigenvalue, whose size grows as $n^{3/2}$ when a lattice shrinks uniformly. At high enough density the state with equal moments is therefore unstable, and the limit $u\gg1$ of (16) is only formal. At $x=2$ the lowest eigenvalue is 0.58 for the hexagonal lattice and 0.41 for the square one, so at their extremum they are stable against changes of the normal moments. Widely separated chains of atoms are not. Since $\sum_{j\ge1}(-1)^j/j^3=-\tfrac34\sum_{j\ge1}1/j^3$, moments that alternate along a chain have the eigenvalue $1-\tfrac34x$, which is negative for $x>\tfrac43$. In the example below, the lowest eigenvalue of $A$ at the full layer is 0.18, still positive.

Let $m$ be the solution for the atoms present, $\mathbf 1$ the vector of ones, and $b$ the vector of couplings to one new atom. After its arrival the old moments are $m'$ and the new one is $m_k$:

$$Am'+b\,m_k=\mathbf 1,\qquad b\cdot m'+m_k=1. \tag{21}$$

Since $A^{-1}\mathbf 1=m$, the first equation gives $m'=m-A^{-1}b\,m_k$. The second then yields

$$m_k=\frac{1-b\cdot m}{s},\qquad s=1-b\cdot A^{-1}b. \tag{22}$$

The enlarged matrix is positive definite too, which requires $s>0$. The total moment changes by

$$\mathbf 1\cdot m'+m_k-\mathbf 1\cdot m=m_k\left(1-\mathbf 1\cdot A^{-1}b\right)=\frac{(1-b\cdot m)^2}{s}\ge0, \tag{23}$$

where the symmetry of $A$ was used to write $\mathbf 1\cdot A^{-1}b=m\cdot b$. An added atom never reduces the total moment, however strongly it depolarizes its neighbours. The decline beyond $n_*$ in Topping's model thus requires the earlier atoms to move closer together as new ones arrive. It is not a consequence of depolarization alone.

## A rare-earth layer on silicon

Take a hexagonal layer with rough values for Yb on a Si(111)-like surface: $\mu_0=0.06\ e\,$nm, $\alpha=0.02\ \text{nm}^3$, and a site spacing of 0.384 nm. One atom per site is taken as the full layer, with density $2/(\sqrt3\times0.384^2)=7.83\ \text{nm}^{-2}$. Equation (14) gives

$$n_*=\left(\frac{2}{8.893\times0.02}\right)^{2/3}=5.02\ \text{nm}^{-2}, \tag{24}$$

or $5.02\times10^{14}\ \text{cm}^{-2}$, which is 0.64 of the full layer. The atoms are then 0.48 nm apart, and each keeps $0.02\ e\,$nm. The work function is lowered by

$$|\Delta\Phi|_*=4\pi\times1.440\times5.02\times0.02=1.82\ \text{eV}. \tag{25}$$

Without depolarization the same density would give 5.45 eV. The curve runs as follows.

| $n/n_*$ | $\mu/\mu_0$ | lowering (eV) |
|---|---|---|
| 0.25 | 0.800 | 1.09 |
| 0.50 | 0.586 | 1.60 |
| 1.00 | 0.333 | 1.82 |
| 1.50 | 0.214 | 1.75 |

At the full layer the lowering is 1.74 eV, so the work function rises by only 0.08 eV beyond its minimum. By (18) the minimum lies within the layer if $\alpha$ is at least $0.0103\ \text{nm}^3$, about half the value assumed. A square layer with the same $\alpha$ would have its extremum at $4.97\ \text{nm}^{-2}$, also at one third.

The formula assumes an infinite layer. Solving (20) for circular patches at the spacing of $n_*$ gives a central moment of $0.345\,\mu_0$ for a radius of 12 spacings and $0.339\,\mu_0$ for 24. The excess over one third halves, as expected from the missing outer dipoles, whose field falls as the inverse radius.

## What the model leaves out

**Images of the neighbours.** A dipole at height $d$ above a substrate of relative permittivity $\varepsilon$ has an image at depth $d$, pointing the same way, with strength $k=(\varepsilon-1)/(\varepsilon+1)$. The images of the other atoms add to $x$ the term

$$\alpha k\sum_{j\ne0}\frac{r_j^2-2z^2}{(r_j^2+z^2)^{5/2}},\qquad z=2d. \tag{26}$$

For $d=0.15$ nm and $\varepsilon=11.7$, each term is positive when $r_j>\sqrt2\,z=0.42$ nm, which holds for all neighbours at $n_*$. The images then strengthen the depolarization. Numerical maximization places the extremum at $5.8\ \text{nm}^{-2}$, with a lowering of 1.48 eV. There the slope is $p=1.307$, and (19) gives $\mu/\mu_0=0.307/1.307=0.235$. For this height, it is the largest departure from one third among the effects sized here that leave an extremum inside the layer. The figures depend on the assumed height: $d=0.10$, $0.20$ and $0.25$ nm give $\mu/\mu_0=0.27$, $0.25$ and $0.27$, with the extremum at $4.6$, $5.9$ and $5.7\ \text{nm}^{-2}$.

**Polarization along the surface.** The model lets the moments change only along the normal. Suppose that the atoms are equally polarizable along the surface, and leave the images out at first. Equal moments $\mu_\parallel$ along one direction in the plane produce at each site the field $K\mu_\parallel\sum_{j\neq0}(3s_j^2-r_j^2)/r_j^5$, where $s_j$ is the component of the distance along that direction. In the hexagonal and square lattices $s_j^2$ averages to $r_j^2/2$ over atoms at equal distance, so the field is $+K\mu_\parallel S/2$. It supports the moments that cause it, and they can arise spontaneously once $\alpha S/2=1$. This is $x=2$, the very density of the extremum. In the square lattice, moments that alternate from row to row do so already at $x=1.77$. Beyond these points a layer with constant, equal polarizabilities is not stable.

The images weaken this coupling, because the image of a dipole along the surface points the opposite way. With the values of $d$ and $\varepsilon$ above, the hexagonal layer is stable at the extremum found with images, but not at the full layer. Random filling of the fixed sites, treated below, also puts many atoms at the short spacing of the full layer. With equal polarizabilities such a layer is unstable at coverage 0.64, with or without the images. The results for the full layer and for random filling are therefore formal unless the atoms are sufficiently less polarizable along the surface than along the normal.

**Changing polarizability.** At $n_*$ the depolarizing field is $K\mu S=28.8$ MV/cm, and the induced moment is twice the one that remains. That $\alpha$ stays constant up to this density is assumed here, not shown. If $\alpha$ falls by 10 % per doubling of density, with its value at $n_*$ unchanged, then $p=\tfrac32+\ln0.9/\ln2=1.348$. The extremum moves to $6.6\ \text{nm}^{-2}$ and $\mu/\mu_0$ to 0.26.

**Band bending.** In a semiconductor the work function also changes when the bands bend near the surface. Suppose that downward bending on p-type silicon grows linearly to 0.10 eV at the full layer. The total lowering then peaks at $5.4\ \text{nm}^{-2}$, where $\mu/\mu_0=0.31$. For $10^{17}$ acceptors per cm³, the depletion approximation needs a charge of $3.6\times10^{11}$ elementary charges per cm² for this bending, less than a thousandth of a charge per adsorbed atom at $n_*$. Without surface states, a very small charge transfer per atom can thus move the extremum visibly. Electronic states at the surface would take up further charge and raise the amount needed.

**Disorder.** Random filling of the fixed sites, computed from (20) in a periodic cell of $12\times12$ sites and averaged over ten filling sequences, gives a lowering of 1.61 eV at coverage 0.64, against 1.82 eV for the uniform lattice. It reaches 1.74 eV at the full layer, with no maximum before it, in accordance with (23). The energy (9) at $n_*$ is 86 meV per atom. By (7) it can also be written $eK\mu_0(\mu_0-\mu)/(2\alpha)$, and this form holds for unequal moments too if $\mu$ is replaced by their mean. For the random layer it gives 91 meV. The difference of about 5 meV per atom is well below the thermal energy of 26 meV at 300 K, so in this example, with moments along the normal only, the dipole repulsion gives little reason to expect uniform spacing.

These estimates were made one at a time and should not be added.

## Use for real contacts

The work function of clean silicon is roughly 5 eV and that of Yb metal roughly 2.6 eV, so a lowering near 2 eV is of a plausible size. This is no confirmation, since the inputs were rough. The assumed $\alpha$ was not determined for the adsorbed atom. An atom that has given up part of its valence charge should be less polarizable than a neutral one, and with half the assumed value the minimum would, by (18), just disappear from the layer. The spacing of the full layer, 0.384 nm, is about the nearest-neighbour distance in Yb metal (0.39 nm). Near that density the atoms overlap and are not separate point dipoles, and a measured minimum may come from the layer turning metallic, which the model does not describe. Yb also reacts with silicon to form silicides, and atoms bound to particular sites need not respace uniformly. In the example, with moments along the normal only, random fixed sites reduce the lowering at coverage 0.64 by about 0.2 eV and move the largest lowering to the full layer. Finally, (10) describes a surface facing vacuum. It does not by itself give the Schottky barrier after a thick metal or silicide has formed, because the interface then has a different charge distribution.

Where the assumptions do hold, the result offers a way to read a measured curve. The initial slope of $|\Delta\Phi|$ against $n$ is $4\pi eK|\mu_0|$ and gives the bare moment; the density of the extremum gives $\alpha=2/(c\,n_*^{3/2})$. The height of the extremum is then no longer free: it must be one third of the initial straight line continued to $n_*$. The slope must be extrapolated to zero density, because by (1) the moment has already fallen by 6 % at $0.1\,n_*$ and by 25 % at $0.3\,n_*$. With the slope taken in this way, a clear departure from the ratio shows that at least one assumption has failed, though not which one. Agreement is weaker evidence, since errors from different neglected effects may compensate.
